# Dynamic structure factor of free one-dimensional fermions with quadratic dispersion: test program

```python
"""Dynamic structure factor of free spinless fermions in one dimension.

Result under test, for 0 < q < 2 kF at zero temperature (hbar = 1):
    S(q, w) = m/q  for |w - v q| < q^2/(2m),  zero outside,
so the full width is q^2/m (hbar q^2/m in ordinary units).
A linear dispersion gives q * delta(w - v q) instead.

Symbols: m mass, kF Fermi wavenumber, v = kF/m, q wavenumber transfer,
S = (2 pi/L) sum_n |<n|rho_q^dagger|0>|^2 delta(w - excitation energy).
Numbers are in eV and angstrom; S is a density per unit energy.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

hbar2_over_m = const.hbar**2 / (const.m_e * const.e) * 1e20   # eV angstrom^2
hbar_eV_fs = const.hbar / const.e * 1e15                      # eV fs
kB_eV = const.k / const.e                                     # eV/K

kF = 0.5             # 1/angstrom
q_main = 0.04        # 1/angstrom
temperature = 30.0   # K
E_fermi = hbar2_over_m * kF**2 / 2
hbar_v = hbar2_over_m * kF

# ---- Ring: kinetic energy as a real-space matrix, then diagonalized ----
quanta_main = 15                               # q_main in units of 2 pi/L
ring_length = 2 * np.pi * quanta_main / q_main
unit_k = 2 * np.pi / ring_length
top_level = round(kF / unit_k - 0.5)           # highest filled integer momentum
n_fermions = 2 * top_level + 1
assert abs((top_level + 0.5) * unit_k - kF) < 1e-12

n_sites = 501
site = np.arange(n_sites)
separation = site[:, None] - site[None, :]
angle = np.pi * separation / n_sites
sine_squared = np.sin(angle)**2
np.fill_diagonal(sine_squared, 1.0)
parity = 1.0 - 2.0 * (np.abs(separation) % 2)
kinetic = parity * np.cos(angle) / (2 * sine_squared)
np.fill_diagonal(kinetic, (n_sites**2 - 1) / 12)
kinetic *= hbar2_over_m * unit_k**2 / 2
levels, orbitals = np.linalg.eigh(kinetic)


def excitation_lines(quanta, n_filled):
    """Energies and weights |<f|exp(iqx)|i>|^2, i filled and f empty."""
    wave = np.exp(2j * np.pi * quanta * site / n_sites)
    filled, empty = orbitals[:, :n_filled], orbitals[:, n_filled:]
    weight = np.abs(empty.T @ (wave[:, None] * filled))**2
    energy = levels[n_filled:, None] - levels[None, :n_filled]
    keep = weight > 1e-12
    return energy[keep], weight[keep]


def width_from_lines(energy, n_lines):
    """Extent of equally spaced lines plus one spacing."""
    return (energy.max() - energy.min()) * n_lines / (n_lines - 1)


results = []
for quanta in (quanta_main, 2 * quanta_main):
    q = quanta * unit_k
    energy, weight = excitation_lines(quanta, n_fermions)
    total = weight.sum()
    mean = (energy * weight).sum() / total
    variance = ((energy - mean)**2 * weight).sum() / total
    width = hbar2_over_m * q**2
    lower, upper = hbar_v * q - width / 2, hbar_v * q + width / 2
    height = 1 / (hbar2_over_m * q)
    ring_width = width_from_lines(energy, quanta)
    # flat box: one bin for each line expected inside the predicted edges
    counts, edges = np.histogram(energy, bins=quanta, range=(lower, upper),
                                 weights=weight)
    ring_height = 2 * np.pi / ring_length * counts / np.diff(edges)
    assert np.allclose(ring_height, height, rtol=1e-7)
    assert abs(counts.sum() - total) < 1e-8        # nothing outside the box
    assert abs(2 * np.pi * total / ring_length - q) < 1e-9
    assert abs(mean / (hbar_v * q) - 1) < 1e-8
    assert abs(ring_width / width - 1) < 1e-7
    # a ring with N lines has the box variance reduced by 1 - 1/N^2
    assert abs(variance / (width**2 / 12) - 1) < 1.01 / quanta**2
    # f-sum rule, total for all fermions on the ring
    f_sum = n_fermions * hbar2_over_m * q**2 / 2
    assert abs((energy * weight).sum() / f_sum - 1) < 1e-8
    results.append(dict(q=q, quanta=quanta, centre=hbar_v * q, lower=lower,
                        upper=upper, width=width, height=height,
                        ring_width=ring_width, ring_height=ring_height.mean(),
                        ring_mean=mean, ring_weight=total,
                        rms=np.sqrt(variance), box_rms=width / np.sqrt(12)))
width_ratio = results[1]["ring_width"] / results[0]["ring_width"]
assert abs(width_ratio - 4) < 1e-6

# ---- Beyond 2 kF: a thinner gas on the same ring ----
thin_top, large_quanta = 20, 60
thin_number = 2 * thin_top + 1
thin_kF = (thin_top + 0.5) * unit_k
large_q = large_quanta * unit_k
assert large_q > 2 * thin_kF
energy, weight = excitation_lines(large_quanta, thin_number)
large_ring_width = width_from_lines(energy, thin_number)
large_width = 2 * hbar2_over_m * thin_kF * large_q
large_lower = hbar2_over_m * (large_q**2 / 2 - thin_kF * large_q)
counts, edges = np.histogram(energy, bins=thin_number, weights=weight,
                             range=(large_lower, large_lower + large_width))
large_height = 2 * np.pi / ring_length * counts / np.diff(edges)
assert abs(large_ring_width / large_width - 1) < 1e-7
assert np.allclose(large_height, 1 / (hbar2_over_m * large_q), rtol=1e-7)

# ---- Decay of the density correlation in time ----
main = results[0]
energy, weight = excitation_lines(quanta_main, n_fermions)
zero_time = 2 * np.pi * hbar_eV_fs / main["width"]
for fraction in (0.1, 0.25, 0.5, 0.75, 1.0):
    time = fraction * zero_time
    ring_signal = (weight * np.exp(-1j * energy * time / hbar_eV_fs)).sum()
    ring_signal /= weight.sum()
    box_signal = (np.sinc(fraction)
                  * np.exp(-1j * main["centre"] * time / hbar_eV_fs))
    # finite number of lines: relative error x^2/(6 N^2), x = pi * fraction
    assert abs(ring_signal - box_signal) < 0.002
    if fraction == 0.5:
        half_signal_ring, half_signal_box = abs(ring_signal), abs(box_signal)

# ---- Many fermions on one branch, with explicit exchange signs ----
n_levels, n_sea = 16, 8


def apply_density(state, shift):
    """Apply sum_k c^dagger_(k+shift) c_k to {bit pattern: amplitude}."""
    result = {}
    for bits, amplitude in state.items():
        for k in range(n_levels):
            target = k + shift
            if not 0 <= target < n_levels:
                continue
            if not (bits >> k) & 1 or (bits >> target) & 1:
                continue
            low, high = min(k, target), max(k, target)
            between = sum((bits >> j) & 1 for j in range(low + 1, high))
            new = bits ^ (1 << k) ^ (1 << target)
            result[new] = result.get(new, 0.0) + (-1)**between * amplitude
    return result


def apply_energy(state, dispersion):
    return {bits: a * sum(dispersion(k) for k in range(n_levels)
                          if (bits >> k) & 1) for bits, a in state.items()}


def difference(first, second, factor=1.0):
    keys = set(first) | set(second)
    return {b: first.get(b, 0.0) - factor * second.get(b, 0.0) for b in keys}


def largest(state):
    return max(abs(a) for a in state.values())


def energy_variance(state, dispersion):
    norm = sum(a * a for a in state.values())
    h_state = apply_energy(state, dispersion)
    mean_energy = sum(state[b] * h_state[b] for b in state) / norm
    return sum(a * a for a in h_state.values()) / norm - mean_energy**2


def linear(k):
    return float(k)


def quadratic(k):
    return k * k / 2


sea = {(1 << n_sea) - 1: 1.0}
excited = apply_density(apply_density(sea, 1), 2)
shift = 3
commutator = difference(apply_density(apply_density(excited, shift), -shift),
                        apply_density(apply_density(excited, -shift), shift))
assert largest(difference(commutator, excited, shift)) < 1e-12
raised = apply_density(excited, shift)
energy_commutator = difference(
    apply_energy(raised, linear),
    apply_density(apply_energy(excited, linear), shift))
assert largest(difference(energy_commutator, raised, shift)) < 1e-12

boson_quanta = 4
boson = apply_density(sea, boson_quanta)
boson_norm = sum(a * a for a in boson.values())
variance_linear = energy_variance(boson, linear)
variance_quadratic = energy_variance(boson, quadratic)
assert len(boson) == boson_quanta and abs(boson_norm - boson_quanta) < 1e-12
assert abs(variance_linear) < 1e-9
assert abs(variance_quadratic
           - boson_quanta**2 * (boson_quanta**2 - 1) / 12) < 1e-9

# ---- Temperature: momentum sum with Fermi occupations ----
kT = kB_eV * temperature
q = main["q"]
n_bins, per_bin = 1500, 1000
n_points = n_bins * per_bin
dk = 3 * q / n_points
k = kF - 2 * q + (np.arange(n_points) + 0.5) * dk
energy_start = hbar2_over_m * k**2 / 2
energy_end = hbar2_over_m * (k + q)**2 / 2
thermal_weight = (expit((E_fermi - energy_start) / kT)
                  * expit((energy_end - E_fermi) / kT))
spectrum, edges = np.histogram(
    energy_end - energy_start, bins=n_bins, weights=thermal_weight * dk,
    range=(main["lower"] - main["width"], main["upper"] + main["width"]))
spectrum = spectrum / np.diff(edges)
centres = (edges[1:] + edges[:-1]) / 2
half = n_bins // 2
assert abs(spectrum[half] / main["height"] - 1) < 0.005
rise_points = np.interp([0.1 * main["height"], 0.9 * main["height"]],
                        spectrum[:half], centres[:half])
rise_sum = rise_points[1] - rise_points[0]
rise_formula = 2 * np.log(9) * kT * q / kF
# tolerance covers the bin width and the curvature of the band near kF
assert abs(rise_sum / rise_formula - 1) < 0.01

# ---- Report ----
print("INPUTS (model parameters, mass = electron mass)")
print(f"hbar^2/m = {hbar2_over_m:.4f} eV angstrom^2")
print(f"Fermi wavenumber kF = {kF:.3f} 1/angstrom")
print(f"density kF/pi = {kF/np.pi:.4f} 1/angstrom")
print(f"Fermi energy = {E_fermi:.4f} eV")
print(f"hbar v = {hbar_v:.4f} eV angstrom")
print(f"ring length = {ring_length:.1f} angstrom")
print(f"fermions on ring = {n_fermions}")
for r in results:
    print(f"BOX AT q = {r['q']:.3f} 1/angstrom")
    print(f"centre hbar v q (delta peak) = {r['centre']:.5f} eV")
    print(f"mean energy from ring = {r['ring_mean']:.5f} eV")
    print(f"lower edge = {r['lower']:.5f} eV")
    print(f"upper edge = {r['upper']:.5f} eV")
    print(f"width hbar^2 q^2/m = {r['width']:.5f} eV")
    print(f"width from ring = {r['ring_width']:.5f} eV")
    print(f"width/centre = {r['width']/r['centre']:.3f}")
    print(f"height m/(hbar^2 q) = {r['height']:.4f} 1/(eV angstrom)")
    print(f"height from ring = {r['ring_height']:.4f} 1/(eV angstrom)")
    print(f"total weight of ring lines = {r['ring_weight']:.4f}")
    print(f"line spacing on ring = {r['width']/r['quanta']:.6f} eV")
    print(f"rms width: ring {r['rms']:.6f}, box {r['box_rms']:.6f} eV")
print(f"ring width ratio when q doubles = {width_ratio:.4f}")
print("FREQUENCY AND TIME AT THE SMALLER q")
print(f"width hbar q^2/m = {main['width']/hbar_eV_fs:.5f} rad/fs")
print(f"first zero of correlation = {zero_time:.1f} fs")
print(f"amplitude at half that time: ring {half_signal_ring:.4f}, "
      f"box {half_signal_box:.4f}")
print("BEYOND 2 kF (thinner gas)")
print(f"kF = {thin_kF:.5f}, q = {large_q:.5f} 1/angstrom")
print(f"width: ring {large_ring_width:.5f}, 2 hbar v q {large_width:.5f} eV")
print("ONE BRANCH, FOUR QUANTA (unit level spacing)")
print(f"particle-hole states in the boson state = {len(boson)}")
print(f"energy variance, linear = {abs(variance_linear):.4f}")
print(f"energy variance, quadratic = {variance_quadratic:.4f}")
print(f"TEMPERATURE {temperature:.0f} K, SMALLER q")
print(f"kT = {kT:.6f} eV, kT/(hbar v q) = {kT/main['centre']:.4f}")
print(f"10-90% edge rise: sum {rise_sum:.6f}, formula {rise_formula:.6f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (model parameters, mass = electron mass)
hbar^2/m = 7.6200 eV angstrom^2
Fermi wavenumber kF = 0.500 1/angstrom
density kF/pi = 0.1592 1/angstrom
Fermi energy = 0.9525 eV
hbar v = 3.8100 eV angstrom
ring length = 2356.2 angstrom
fermions on ring = 375
BOX AT q = 0.040 1/angstrom
centre hbar v q (delta peak) = 0.15240 eV
mean energy from ring = 0.15240 eV
lower edge = 0.14630 eV
upper edge = 0.15850 eV
width hbar^2 q^2/m = 0.01219 eV
width from ring = 0.01219 eV
width/centre = 0.080
height m/(hbar^2 q) = 3.2809 1/(eV angstrom)
height from ring = 3.2809 1/(eV angstrom)
total weight of ring lines = 15.0000
line spacing on ring = 0.000813 eV
rms width: ring 0.003512, box 0.003520 eV
BOX AT q = 0.080 1/angstrom
centre hbar v q (delta peak) = 0.30480 eV
mean energy from ring = 0.30480 eV
lower edge = 0.28041 eV
upper edge = 0.32918 eV
width hbar^2 q^2/m = 0.04877 eV
width from ring = 0.04877 eV
width/centre = 0.160
height m/(hbar^2 q) = 1.6404 1/(eV angstrom)
height from ring = 1.6404 1/(eV angstrom)
total weight of ring lines = 30.0000
line spacing on ring = 0.001626 eV
rms width: ring 0.014070, box 0.014078 eV
ring width ratio when q doubles = 4.0000
FREQUENCY AND TIME AT THE SMALLER q
width hbar q^2/m = 0.01852 rad/fs
first zero of correlation = 339.2 fs
amplitude at half that time: ring 0.6378, box 0.6366
BEYOND 2 kF (thinner gas)
kF = 0.05467, q = 0.16000 1/angstrom
width: ring 0.13330, 2 hbar v q 0.13330 eV
ONE BRANCH, FOUR QUANTA (unit level spacing)
particle-hole states in the boson state = 4
energy variance, linear = 0.0000
energy variance, quadratic = 20.0000
TEMPERATURE 30 K, SMALLER q
kT = 0.002585 eV, kT/(hbar v q) = 0.0170
10-90% edge rise: sum 0.000909, formula 0.000909 eV
ALL CHECKS PASSED
```
